# Fixed Spin Moments, Two Fermi Levels and Itinerant Metamagnetism

An ordinary self-consistent calculation for a metal fills both spin channels up to one Fermi level and lets the magnetic moment settle where it will. If the metal has a paramagnetic ground state, the calculation may report a zero moment and nothing else. It does not show whether a state of large moment lies slightly higher in energy, nor what field would reach it. Applying a field does not fully cure this: part of the energy curve between the two states is unstable at fixed field, and an iteration with simple mixing runs away from it to one of the stable states. Secant or Broyden mixing may converge on an unstable state, but not reliably. What is needed is the energy as a function of the moment, including the unstable part, and a rule that turns this curve into a field.

Consider collinear spins at fixed geometry, with \(N_\uparrow\) and \(N_\downarrow\) electrons per cell, and define
\[
N=N_\uparrow+N_\downarrow ,\qquad M=N_\uparrow-N_\downarrow .
\]
Then \(M\) is the spin moment in Bohr magnetons. Hartree atomic units are used, and \(T\) denotes Boltzmann's constant times the electronic temperature. A uniform field \(B\) acts on the spins alone and adds \(-hM\) to the energy, with \(h=\mu_BB\) and the positive direction of \(M\) along the field.

Let \(F(M)\) be the minimum of the spin-density free-energy functional at given \(N\) and \(M\), without any field, among states with the periodicity of the cell. At \(T=0\) it is the total energy. The functional consists of the noninteracting part \(K_s\) (kinetic energy minus \(T\) times entropy), the external-potential energy, the Hartree energy and the exchange-correlation energy. The two constraints enter with multipliers \(\mu\) and \(h\), and
\[
F[n_\uparrow,n_\downarrow]-\mu(N_\uparrow+N_\downarrow-N)-h(N_\uparrow-N_\downarrow-M)
\]
must be stationary. Since \(N_\sigma=\int n_\sigma\,d^3r\), variation of each spin density gives
\[
\frac{\delta F}{\delta n_\sigma}=\frac{\delta K_s}{\delta n_\sigma}+v_\sigma=\mu_\sigma,\qquad
\mu_\uparrow=\mu+h,\quad \mu_\downarrow=\mu-h ,
\]
where \(v_\sigma\) is the Kohn–Sham potential without a field. This is the equilibrium condition for noninteracting electrons in \(v_\sigma\), filled to their own Fermi level \(\mu_\sigma\). In practice each \(\mu_\sigma\) is adjusted until its channel holds \((N\pm M)/2\) electrons.

The occupation of a level \(\varepsilon\) depends only on \(\varepsilon-\mu_\sigma\), and
\[
\varepsilon-\mu_\uparrow=(\varepsilon-h)-\mu,\qquad \varepsilon-\mu_\downarrow=(\varepsilon+h)-\mu .
\]
Two Fermi levels without a field therefore describe the same state as one Fermi level with the spin potentials shifted by \(\mp h\). The multiplier is the field energy that holds the moment.

Now change \(M\) by \(dM\) at fixed \(N\), so that \(dN_\uparrow=dM/2\) and \(dN_\downarrow=-dM/2\). The densities may rearrange in any way compatible with these numbers. Along a differentiable branch,
\[
dF=\sum_\sigma\int\frac{\delta F}{\delta n_\sigma}\,\delta n_\sigma\,d^3r
=\sum_\sigma\mu_\sigma\,dN_\sigma=\frac{\mu_\uparrow-\mu_\downarrow}{2}\,dM ,
\]
because \(\mu_\sigma\) does not depend on position and can be taken out of the integral. Hence
\[
\boxed{\;\frac{dF}{dM}=\frac{\mu_\uparrow-\mu_\downarrow}{2}=h=\mu_BB\;}
\]
The self-consistent rearrangement needs no separate correction. The internal exchange splitting is not part of \(h\) either, since it already sits in \(v_\uparrow-v_\downarrow\).

At a state that needs no field the two Fermi levels coincide. The slope \(dh/dM=d^2F/dM^2\) is the inverse susceptibility with respect to \(h\). Where it is negative, \(F-hM\) has a maximum along \(M\): the state is unstable at fixed field but can still be the minimum at fixed moment among cell-periodic states. A macroscopic sample held at this average moment would lower its energy by separating into regions of low and high moment. In the model band below, at \(M=2\), such a mixture has \(F(M)-F(0)=227\ \mu\)Ha against 250 \(\mu\)Ha for the uniform state, not counting the walls. If one channel has a gap at \(T=0\), its Fermi level is not unique, \(F\) can have a kink, and the derivative must be replaced by one-sided slopes.

A mean-field chain with two unequal sites per cell tests this where the density does rearrange. With energies in units of the hopping, \(T=0.1\), 1.2 electrons per cell, 20 \(k\)-points and a fixed moment of 0.3, the Fermi levels are \(-0.687292\) and \(-1.192611\). Half their difference is 0.25266, and the finite-difference slope of the free energy is also 0.25266. A separate calculation with one Fermi level in this field returns the moment 0.300000. The last digits depend on the mesh: with 40 or more \(k\)-points the levels shift by about \(10^{-4}\), and both the half difference and the slope become 0.25257. The site moments, 0.084 and 0.216, are unequal although the field is uniform.

To see which metals can be metamagnetic, take the Stoner approximation: exchange contributes \(-IM^2/4\) and shifts the bands rigidly by \(\mp IM/2\). Let \(\mu(n)\) be the chemical potential of the unshifted band with \(n\) electrons per spin, and let \(n_0=N/2\). Then
\[
h(M)=\frac{\mu(n_0+M/2)-\mu(n_0-M/2)}{2}-\frac{IM}{2}.
\]
In the Taylor series of the difference, even powers cancel and odd powers double. The factor \(1/2\) removes the doubling, leaving \(\mu^{(k)}(M/2)^k/k!\) for odd \(k\). With \(2^3\,3!=48\) and \(2^5\,5!=3840\),
\[
h=aM+bM^3+cM^5+\dots,\qquad
a=\frac{\mu'-I}{2},\quad b=\frac{\mu'''}{48},\quad c=\frac{\mu^{(5)}}{3840},
\]
and integration gives the sixth-order Landau form
\[
F(M)-F(0)=\frac a2M^2+\frac b4M^4+\frac c6M^6 .
\]

The derivatives of \(\mu(n)\) follow from the thermally averaged density of states per spin, \(g=dn/d\mu\). Primes on \(g\) mean \(d/d\mu\), and \(d/dn=g^{-1}d/d\mu\). Applying this operator repeatedly to \(\mu'=1/g\) gives
\[
\mu''=-\frac{g'}{g^3},\qquad \mu'''=\frac{3g'^2-gg''}{g^5},
\]
\[
\mu^{(4)}=\frac{10g'g''}{g^6}-\frac{15g'^3}{g^7}-\frac{g'''}{g^5},
\]
\[
\mu^{(5)}=\frac{105g'^4-105gg'^2g''+10g^2g''^2+15g^2g'g'''-g^3g''''}{g^9}.
\]
Thus \(a>0\) means \(Ig<1\), so the paramagnet is locally stable. The coefficient \(b\) is negative when \(gg''>3g'^2\), which requires positive curvature of \(g\) at the Fermi level, as in a dip. At the bottom of a dip, moving the two Fermi levels apart takes both to higher densities of states, and further polarization becomes cheaper. Away from the bottom one level may at first meet a lower density; \(b<0\) then means that the average of \(1/g\) over the two levels still falls.

Take \(a>0\), \(b<0\), \(c>0\), and define \(r=ac/b^2\). A jump in field requires a falling part of \(h(M)\). With \(X=M^2\),
\[
\frac{dh}{dM}=a+3bX+5cX^2 .
\]
Since \(b<0\), real roots in \(X\) are positive. Two distinct roots exist when \(9b^2-20ac>0\), that is, when \(r<9/20\). For \(r\ge9/20\) the field never falls with increasing \(M\), and there is no jump. The same holds if \(b\ge0\) with \(a,c>0\).

The zero-field ground state must also be paramagnetic. Dividing the energy by \(M^2\) and completing the square gives
\[
\frac{F(M)-F(0)}{M^2}=\frac c6\left(X-\frac{3|b|}{4c}\right)^2+\frac a2-\frac{3b^2}{32c}.
\]
This is positive for every nonzero \(M\) if \(r>3/16\). Below this value the ground state is ferromagnetic. The candidate range is therefore
\[
\boxed{\;\frac{3}{16}<\frac{ac}{b^2}<\frac{9}{20}\;}
\]

The range has a subdivision. Nonzero solutions of \(h=0\) obey \(a+bX+cX^2=0\), and two distinct ones exist for \(r<1/4\). Between \(3/16\) and \(1/4\) the outer one is a metastable ferromagnetic state, so in mean field a sample magnetized by a field can stay magnetized after the field is removed.

It remains to show that a first-order transition occurs throughout the range, and to find its field. Set
\[
M=m\sqrt{\frac{|b|}{c}},\qquad h=\eta\,\frac{|b|^{5/2}}{c^{3/2}} .
\]
Each term of \(h(M)\) then carries the same factor, leaving \(\eta=rm-m^3+m^5\), the derivative of \(e(m)=rm^2/2-m^4/4+m^6/6\). Two states coexist when they have the same \(e-\eta m\) and both are stationary. The line of slope \(\eta_c\) then touches \(e(m)\) at \(m_1\) and \(m_2\), so \(e-\eta_cm-e_0\), with \(e_0\) the intercept, has a double zero at each. Let \(s=m_1+m_2\) and \(P=m_1m_2\). Multiplying by 6,
\[
m^6-\tfrac32m^4+3rm^2-6\eta_cm-6e_0=(m^2-sm+P)^2(m^2+pm+q).
\]
The square is \(m^4-2sm^3+(s^2+2P)m^2-2sPm+P^2\). The coefficient of \(m^5\) gives \(p=2s\). That of \(m^3\) gives
\[
-2sq+2s(s^2+2P)-2sP=0\quad\Rightarrow\quad q=s^2+P .
\]
With these values, the coefficients of \(m^4\), \(m^2\) and \(m\) give
\[
3P-2s^2=-\tfrac32,\qquad s^4-s^2P+3P^2=3r,\qquad -2s^3P=-6\eta_c .
\]
Write \(S=s^2\). The first relation is \(P=(4S-3)/6\). Inserting it in the second and multiplying by 12 yields
\[
12S^2-2S(4S-3)+(4S-3)^2=20S^2-18S+9=36r .
\]
Two positive moments need \(P>0\), hence \(S>3/4\), which selects the upper root:
\[
S=\frac{9+\sqrt{720r-99}}{20},\qquad
\eta_c=\frac{S^{3/2}(4S-3)}{18}.
\]
The jump follows from \((m_2-m_1)^2=S-4P\):
\[
\Delta m=\sqrt{2-\tfrac53S}.
\]
The conditions \(P>0\) and \(\Delta m>0\) mean \(3/4<S<6/5\). Since \(S\) increases with \(r\), this is \(3/16<r<9/20\), the same range as before. The remaining factor is \(m^2+2sm+s^2+P=(m+s)^2+P\), which is positive. The tangent therefore lies nowhere above \(e(m)\), and the two coexisting states are global minima at \(\eta_c\). This proves that the range is both necessary and sufficient within the sixth-order form.

The two ends behave differently. Near \(r=3/16\) the upper moment is close to \(\sqrt3/2\), and since \(dS/dr=36/(40S-18)=3\) there, \(\eta_c\simeq(\sqrt3/4)(r-3/16)\): the field vanishes while the jump stays finite. Near \(r=9/20\) the same derivative is \(6/5\), so \(\Delta m\simeq\sqrt{2(9/20-r)}\): the jump closes at a finite field, which is the critical point that ends the first-order line.

For numbers, take a model band of half-width \(W=0.1\) Ha with
\[
D(\varepsilon)=D_0\left[1+\alpha x^2-(1+\alpha)x^4\right],\qquad x=\varepsilon/W,\quad \alpha=0.3 ,
\]
which vanishes at \(x=\pm1\). It holds five states per spin and is half filled, so the paramagnetic Fermi level lies at the bottom of the central dip. Normalization requires \(2WD_0[1+\alpha/3-(1+\alpha)/5]=0.168\,D_0=5\), or \(D_0=29.76\) per Ha and spin. With \(I=0.0332\) Ha, \(ID_0=0.988\), and the Stoner enhancement \(1/(1-ID_0)\) is 84.

At \(T=0\) the odd derivatives of \(D\) vanish at the centre, while \(D''=2\alpha D_0/W^2\) and \(D''''=-24(1+\alpha)D_0/W^4\). Therefore
\[
a=\frac{1/D_0-I}{2}=\frac{0.0336-0.0332}{2}=2.00\times10^{-4}\ \text{Ha},
\]
\[
b=-\frac{\alpha}{24W^2D_0^3}=-4.74\times10^{-5}\ \text{Ha},\qquad
c=\frac{5\alpha^2+3(1+\alpha)}{480W^4D_0^5}=3.88\times10^{-6}\ \text{Ha},
\]
and \(r=0.345\), inside the range and above \(1/4\). The closed formulas give \(S=1.0615\) and \(\eta_c=0.0757\). The sixth-order transition field is \(h_c=153\ \mu\text{Ha}\), or \(B=72\) T, and the moment jumps from 0.96 to \(2.64\,\mu_B\).

The band model can also be solved without the truncation. Let \(\nu=\mu(n_0+M/2)\) be the level to which the unshifted band is filled by the majority spin; it stands next to \(M\) in the output table. By symmetry \(\mu(n_0-M/2)=-\nu\), so \(h=\nu-IM/2\). The true Fermi levels, which include the exchange shift, are \(\pm h\). At \(M=1\) this is \(0.016756-0.016600=0.000156\) Ha, a small difference of two much larger energies. The field rises to a maximum of 170 \(\mu\)Ha between \(M=1\) and 1.5, falls to a minimum of 104 \(\mu\)Ha between \(M=2.5\) and 3, and is back at 162 \(\mu\)Ha at \(M=3\). The coexistence condition
\[
F(M_2)-F(M_1)=h_c(M_2-M_1),\qquad h(M_1)=h(M_2)=h_c
\]
gives \(h_c=140\ \mu\text{Ha}\), or 66 T, with a jump from 0.83 to \(2.92\,\mu_B\). The Landau field is too high by 9.5% of the untruncated value, and the Landau jump, 1.68 instead of 2.09, is too small by about 20%. The range itself also shifts: without truncation this band has a field-induced jump out of a paramagnetic ground state for \(0.21<r<0.49\), which means \(I\) between 0.03303 and 0.03336 Ha, a window only 1% wide. Within it the field is very sensitive to \(I\): 111 T for \(I=0.0331\) Ha and 23 T for \(I=0.0333\) Ha. The polynomial is worst at large moment: at \(M=3\) it gives 263 instead of 162 \(\mu\)Ha.

The next term shows the reason. With \(y=M/(2WD_0)\), the electron count reads \(y=x+Ax^3+Cx^5\), where now \(x=\nu/W\), \(A=\alpha/3\) and \(C=-(1+\alpha)/5\). Inserting \(x=y-Ay^3+uy^5+ty^7+\dots\) and collecting powers gives
\[
u=3A^2-C,\qquad t=-A(3u+3A^2)+5AC=8AC-12A^3 .
\]
For \(\alpha=0.3\), \(u=0.29\) and \(t=-0.22\). The first omitted term therefore lowers the field, and at \(M=2\) it amounts to about \(-11\ \mu\)Ha, against an actual difference of \(-8\ \mu\)Ha. At \(M=3\) it gives only the sign: the \(y^7\) and \(y^9\) terms are \(-182\) and \(+102\ \mu\)Ha, against an actual \(-101\ \mu\)Ha. For a shallow dip at fixed \(r\), the relevant \(y^2\) is proportional to \(\alpha\). Relative to the \(y^5\) term, the \(y^7\) term is of order \(Ay^2\sim\alpha^2\), and the \(y^9\) term, whose coefficient stays finite, is of order \(y^4\sim\alpha^2\). The error of \(h_c\) should thus fall as \(\alpha^2\). It does: 9.5%, 2.4% and 0.28% for \(\alpha=0.3\), 0.15 and 0.05.

At finite temperature the same formulas hold with the smeared \(g\), and \(F\) includes the electronic entropy. At low temperature the Sommerfeld expansion gives \(g\simeq D+(\pi^2T^2/6)D''\) at the centre of this symmetric band. The dip fills in, \(g\) rises, and \(a\) falls, so the zero-field susceptibility initially grows on heating. Between \(T=0\) and 0.006 Ha, \(a\) falls from 200 to 153 \(\mu\)Ha. The magnitude of \(b\) falls from 47.4 to 32.5 \(\mu\)Ha and enters \(r\) squared, while \(c\) changes by only 7%. The net effect is that \(r\) rises from 0.345 to 0.526. It crosses \(9/20\) at \(T=0.00510\) Ha, or 1610 K, which is the sixth-order estimate of the temperature where the first-order transition ends.

For this band the end point also follows without truncation. The levels in the unshifted band are again \(\pm\nu\), so
\[
\frac{dh}{dM}=\frac14\left[\frac1{g(\nu,T)}+\frac1{g(-\nu,T)}\right]-\frac I2=\frac12\left[\frac1{g(\nu,T)}-I\right].
\]
A falling part of \(h(M)\) exists when the maximum of \(g\) exceeds \(1/I\), although \(g\) at the centre stays below it. The Stoner criterion fails at the paramagnetic Fermi level but is met on the humps beside it. Setting the maximum equal to \(1/I\) gives \(T=0.00545\) Ha, or 1720 K, so the Landau estimate is about 6% low.

These temperatures belong to the Stoner model and do not predict the behaviour of a real magnet. They contain thermal excitation of electrons across the Fermi levels but no fluctuations of the local magnetization in size or direction. Such fluctuations can change the effective Landau coefficients, so the values of \(r\) found here at finite temperature need not hold once they are included. Orbital moments and changes of volume with \(M\) are also left out. The relation \(dF/dM=h\) does not depend on the Landau expansion. When the polynomial is a poor fit, the transition should be taken from the calculated \(F(M)\) through the coexistence condition. The numerical output below lists the values used here.

## Calculated quantities

```
Two-site chain, energies in units of the hopping
site energies [ 0.5 -0.5], repulsions [1.5 0.8], T 0.1
electrons per cell 1.2, fixed moment 0.3 mu_B
mu_up -0.687292, mu_dn -1.192611
half the level difference 0.252660
dF/dM by finite difference 0.252660
moment found in that field 0.300000 mu_B
site moments 0.08429, 0.21571 mu_B
Model band
half-width 0.1 Ha, states per spin 5.0, alpha 0.3
D(E_F) 29.7619 per Ha per spin, I 0.0332 Ha
I*D(E_F) 0.98810
Stoner enhancement 84.0
a 200.000 uHa, b -47.416 uHa, c 3.8810 uHa
r = ac/b^2 0.3452 (limits 0.1875, 0.4500)
M (mu_B), mu_up (Ha), h full (uHa), h sixth-order (uHa)
  0.5  0.008394     94.19     94.19
  1.0  0.016756    156.39    156.46
  1.5  0.025068    168.21    169.44
  2.0  0.033337    136.57    144.86
  2.5  0.041604    103.96    138.12
  3.0  0.049962    162.27    262.84
scaled: S 1.0615, eta_c 0.07570
scaled moments 0.2749, 0.7554
Landau h_c 153.29 uHa = 72.1 T
Landau moments 0.961 -> 2.640 mu_B
full h_c 140.04 uHa = 65.8 T
full moments 0.827 -> 2.916 mu_B
full stability limits: down 103.63, up 170.15 uHa
relative error of Landau h_c at the same r
  alpha 0.3: 9.466 percent
  alpha 0.15: 2.371 percent
  alpha 0.05: 0.277 percent
T (Ha), a (uHa), b (uHa), c (uHa), r
  0.002  193.529  -45.723  3.8450 0.3559
  0.003  185.893  -43.619  3.8021 0.3715
  0.004  176.046  -40.694  3.7460 0.3982
  0.005  164.826  -36.966  3.6805 0.4440
  0.006  153.305  -32.453  3.6102 0.5255
Landau end point 0.005098 Ha = 1610 K
full end point 0.005446 Ha = 1720 K
```
